The tunnelling energy E₀₀ of heavily doped silicon

**The problem**

A metal touches n-type silicon with a uniform density N = 1×10²⁰ cm⁻³ of ionised donors. The tunnelling mass is m = 0.2 m₀, where m₀ is the free-electron mass, and the permittivity is ε = 11.7 ε₀. An electron at the conduction band edge of the neutral silicon can reach the metal by tunnelling through the depletion layer. The exponential factor of its transmission has the form

P = exp(−U_b/E₀₀),

where U_b is the total band bending, the height of the barrier top above the band edge in the neutral bulk. Calculate the characteristic energy E₀₀.

SI units are used throughout, and q > 0 is the elementary charge. The metal fills x < 0, and the depletion layer extends from x = 0 to x = W. Electron energies are measured from the band edge in the neutral bulk. The donor charge is treated as a smooth density that ends sharply at W, and the image force is left out.

**A tempting solution**

The barrier needs a height and a width. The height is U_b, and the width follows from electrostatics. In the depletion layer the charge density is +qN, so the electrostatic potential φ obeys

φ″ = −qN/ε.

An electron has charge −q, so its potential energy is U = −qφ, and therefore

U″ = q²N/ε.

The neutral bulk has no electric field and sets the zero of energy, so U′ = 0 and U = 0 at x = W. Integrating once from W gives

U′(x) = −(q²N/ε)(W − x).

The minus sign says that the energy falls on the way from the metal into the silicon. A second integration gives

U(x) = q²N(W − x)²/(2ε).

At the metal U(0) = U_b, hence

W² = 2εU_b/(q²N).

Now take a barrier of height U_b and width W. Inside a constant barrier, an electron of energy zero obeys

−(ħ²/2m)ψ″ + U_b ψ = 0, or ψ″ = κ²ψ with κ = √(2mU_b)/ħ.

The wave decays as exp(−κx) and its square as exp(−2κx). Across the whole width the exponent is

2κW = (2/ħ) √(2mU_b) √(2εU_b/(q²N)) = (4U_b/(qħ)) √(mε/N).

The exponent is proportional to U_b, as the problem requires. Comparing it with U_b/E₀₀ gives

E₀₀ = (qħ/4) √(N/(mε)) (wrong),

which for the given data is about 0.061 eV.

**Where the fault lies**

The electrostatics is right, and so is the decay law for a constant barrier. The fault is the sentence that joins them: "take a barrier of height U_b and width W". The potential just derived has the height U_b at one point, x = 0, and falls to zero at the other end. The rectangle makes the electron pay the full decay rate over the whole width.

The wrong answer has the right units and the right dependence on N, m and ε. Dimensional analysis therefore cannot expose it, because the error sits in a pure number. That number is fixed by the shape of the barrier.

**The right solution**

Where the barrier varies slowly, the decay rate at each point is set by the local height:

κ(x) = √(2mU(x))/ħ for an electron at energy zero.

Over a short distance dx the square of the wave changes by the factor exp(−2κ dx). Multiplying the factors of all slices adds their exponents. This is the exponential part of the WKB approximation, P = exp(−S), with

S = (2/ħ) ∫₀^W √(2mU(x)) dx.

Let s = W − x be the distance from the inner edge of the depletion layer. Then U = q²Ns²/(2ε), and its square root is linear in s:

√(2mU) = √(2m · q²Ns²/(2ε)) = q s √(mN/ε).

As x runs from 0 to W, s runs from W to 0. The sign in dx = −ds is absorbed by exchanging the limits, so

S = (2q/ħ) √(mN/ε) ∫₀^W s ds = (q/ħ) √(mN/ε) W².

Inserting W² = 2εU_b/(q²N) gives

S = (q/ħ) √(mN/ε) · 2εU_b/(q²N) = (2U_b/(qħ)) √(mε/N).

In the last step ε√(1/ε) = √ε and √N/N = 1/√N. Setting S = U_b/E₀₀ yields

E₀₀ = (qħ/2) √(N/(mε)).

This is twice the tempting result. The factor can be read directly from the integral: √U rises linearly from zero to √U_b, so its average over the layer is half its largest value. The rectangle used the largest value everywhere and doubled the exponent.

A different simplification errs the other way. Suppose that the field at the metal were continued as a constant field. The slope there is |U′(0)| = q²NW/ε = 2U_b/W, so the barrier would be the triangle U_b(1 − 2x/W), which ends at x = W/2. Its exponent is

(2/ħ) √(2mU_b) ∫₀^(W/2) √(1 − 2x/W) dx = (2/ħ) √(2mU_b) · W/3.

This is one third of the rectangular exponent 2κW. Since 2κW = 2U_b/E₀₀, the triangle gives (2/3)U_b/E₀₀ and would suggest an energy of 1.5 E₀₀. The true parabola exceeds this triangle by

U_b(1 − x/W)² − U_b(1 − 2x/W) = U_b x²/W²,

which is never negative. The triangle is therefore too thin a barrier, while the rectangle is too thick.

**The number**

The doping must first be put into SI units. One cubic metre holds 10⁶ cubic centimetres, so

N = 1×10²⁰ cm⁻³ = 1×10²⁶ m⁻³.

The mass and permittivity are

m = 0.2 × 9.10938×10⁻³¹ kg = 1.8219×10⁻³¹ kg,

ε = 11.7 × 8.85419×10⁻¹² F/m = 1.0359×10⁻¹⁰ F/m.

Their product is mε = 1.8874×10⁻⁴¹ kg F/m, and so

N/(mε) = 5.2984×10⁶⁶ kg⁻¹ F⁻¹ m⁻².

To find the unit of the square root, use 1 F = 1 C²/J and 1 kg m² = 1 J s². Then 1 kg F m² = 1 C² s², and

√(N/(mε)) = 2.3018×10³³ C⁻¹ s⁻¹.

The factor in front is qħ/2 = 8.4481×10⁻⁵⁴ C J s. In the product, coulombs and seconds cancel and joules remain:

E₀₀ = 8.4481×10⁻⁵⁴ × 2.3018×10³³ J = 1.9446×10⁻²⁰ J.

Division by 1.60218×10⁻¹⁹ J per electronvolt gives

E₀₀ = 0.1214 eV, or about 0.12 eV.

Two digits are as many as the data deserve. Since E₀₀ varies as m^(−1/2), a small relative change of the mass changes E₀₀ by half as much in the opposite direction. A tunnelling mass uncertain by 10 per cent leaves E₀₀ uncertain by about 5 per cent.

The conversion of N matters as well. Entering 10²⁰ in place of 10²⁶ lowers N by a factor of 10⁶ and E₀₀ by its square root, 10³. The answer would then be about 0.12 meV.

**What the energy means for one barrier**

Choose a band bending U_b = 0.60 eV. The width of the depletion layer follows from W² = 2εU_b/(q²N). With U_b in joules, one factor q cancels:

W² = 2 × 1.0359×10⁻¹⁰ × 0.60/(1.60218×10⁻¹⁹ × 10²⁶) m² = 7.76×10⁻¹⁸ m²,

so W = 2.79 nm. The exponent and the exponential factor are

S = 0.60/0.1214 = 4.94, P = exp(−4.94) = 7.1×10⁻³.

As a test of the derivation, Poisson's equation was integrated numerically, and the resulting potential was used in a numerical WKB integral. The exponent is again 4.94, as the numerical output shows. The rectangular barrier would have doubled it and so squared the factor, giving about 5×10⁻⁵. A missing factor of two in E₀₀ thus becomes an error of a factor of about 140 in P.

E₀₀ does not contain U_b. It is the amount by which the band bending must rise to reduce P by a factor e. The reason lies in the geometry: a higher barrier is also wider, with W proportional to √U_b. The decay rate at the metal is also proportional to √U_b, and the product of the two is linear in U_b. A rectangular barrier of fixed width would instead have an exponent proportional to √U_b.

More doping leaves the height alone in this model and makes the barrier thinner, with W proportional to N^(−1/2). This is why E₀₀ grows as √N. In the limit N → 0 the barrier becomes infinitely wide, E₀₀ tends to zero, and so does P.

**A second reading: half an oscillator quantum**

The barrier is a parabola in s, so it can be written as the potential energy of a harmonic oscillator:

U = mω²s²/2, with mω² = q²N/ε, or ω = q√(N/(mε)).

Comparison with the result for E₀₀ shows that

E₀₀ = ħω/2.

This is the zero-point energy of an electron in the full parabola, extended to negative s. The connection can be seen in the ground-state wave function, ψ = exp(−mωs²/(2ħ)). Two differentiations give

ψ″ = [(mωs/ħ)² − mω/ħ] ψ,

and multiplication by −ħ²/(2m) gives

−(ħ²/2m)ψ″ = −(mω²s²/2)ψ + (ħω/2)ψ.

Adding Uψ leaves (ħω/2)ψ, so ψ is an eigenfunction with energy ħω/2. Its square is

ψ² = exp(−mωs²/ħ) = exp(−U(s)/E₀₀),

because U/(ħω/2) = mωs²/ħ. The density of the oscillator ground state thus falls by the same factor that WKB assigns to the barrier. The two electrons do not have the same energy: the oscillator state lies at E₀₀, the tunnelling electron at the band edge. The shared exponential is the leading behaviour, and the difference in energy affects the slower factors.

A finite-difference solution of the Schrödinger equation for the full parabola gives a ground-state energy of 0.1214 eV. This confirms the value of ħω/2. That the same energy governs the tunnelling follows from the WKB integral, not from this calculation.

**When the exponential law can be trusted**

The slicing argument needs a decay rate that changes little over one decay length 1/κ, that is, |dκ/ds| ≪ κ². Here κ = mωs/ħ, so the condition becomes

mω/ħ ≪ (mωs/ħ)², or s² ≫ ħ/(mω).

In terms of the potential energy this reads

U(s) = mω²s²/2 ≫ ħω/2 = E₀₀.

The approximation therefore fails near the inner edge, where U is no larger than about E₀₀. It describes most of the barrier well if U_b ≫ E₀₀. For the 0.60 eV barrier the ratio is 4.9, which is only moderately large: the region with U < E₀₀ covers the fraction √(E₀₀/U_b) = 0.45 of the width, although it contributes only 1 to the exponent of 4.94.

The full transmission also contains a prefactor, which depends on the electron velocities on both sides and on the matching of the waves at the metal. It tends to zero as the energy approaches the band edge, because the velocity in the silicon vanishes there. The value 7.1×10⁻³ is therefore the exponential factor and should not be read as the full probability.

The decay law itself can be tested without WKB. The Schrödinger equation was integrated through two high barriers, of 3.0 and 6.0 eV, at one fixed small energy above the band edge. These heights were chosen to reach the regime U_b ≫ E₀₀, not to represent real contacts. The increase in U_b divided by the resulting drop in the logarithm of the transmission is 0.1217 eV. In this calculation the energy is 0.01 eV, the band edge of the metal lies 5 eV below that of the silicon, and the metal is given the same mass 0.2 m₀. The result agrees with E₀₀ to better than half a per cent, but the closeness depends partly on these choices: other depths, metal masses or small energies shift the result by up to about one per cent either way. The comparison concerns the average slope between two high barriers; it does not give the error of P at 0.60 eV.

**Is 0.12 eV large or small?**

The natural yardstick is kT. An electron can gain energy from the heat of the crystal and tunnel where the barrier is lower and thinner. Whether this pays depends on how fast the exponent S(E) falls with the energy E.

At energy E, with 0 < E < U_b, the electron enters the barrier at the turning point s₁, where mω²s₁²/2 = E. There

2m(U − E) = m²ω²(s² − s₁²),

and the exponent is

S(E) = (2/ħ) ∫ from s₁ to W of √(2m(U − E)) ds.

Differentiate with respect to E. The moving limit s₁ contributes nothing, because the integrand vanishes there. The derivative of the root is −m/√(2m(U − E)) = −1/(ω√(s² − s₁²)), so

dS/dE = −(2/(ħω)) ∫ from s₁ to W of ds/√(s² − s₁²).

The integrand diverges at s₁, but the integral is finite. With s = s₁ cosh u, both ds and the root equal s₁ sinh u, apart from the du, and the integral is the range of u, arccosh(W/s₁). Since U is proportional to s², W/s₁ = √(U_b/E). With ħω/2 = E₀₀,

dS/dE = −(1/E₀₀) arccosh √(U_b/E).

In a Boltzmann distribution the occupation falls as exp(−E/kT). The product of occupation and tunnelling factor is exp(−E/kT − S(E)), and its exponent has the slope

−1/kT + (1/E₀₀) arccosh √(U_b/E).

The second term falls steadily as E rises, so the slope changes from positive to negative once, and the product has a single maximum. It lies where arccosh √(U_b/E) = E₀₀/kT, that is, at

E_m = U_b/cosh²(E₀₀/kT).

Above E_m, further heating costs more in occupation than it gains in the exponential tunnelling factor.

At 300 K, kT = 0.02585 eV. For U_b = 0.60 eV, and with the same mass and permittivity at each doping, the results are:

- N = 10¹⁸ cm⁻³: E₀₀ = 0.012 eV, E₀₀/kT = 0.47, E_m = 0.49 eV.
- N = 10¹⁹ cm⁻³: E₀₀ = 0.038 eV, E₀₀/kT = 1.5, E_m = 0.11 eV.
- N = 10²⁰ cm⁻³: E₀₀ = 0.121 eV, E₀₀/kT = 4.7, E_m = 0.0002 eV.

Each factor of ten in N raises E₀₀ by √10 ≈ 3.2. A direct numerical search for the maximum of the product confirms the formula for E_m at all three dopings.

The two limits explain the trend. If E₀₀ ≪ kT, then cosh² is close to 1 and E_m approaches the barrier top: heat does most of the work. If E₀₀ ≫ kT, then cosh(E₀₀/kT) ≈ exp(E₀₀/kT)/2, and

E_m ≈ 4U_b exp(−2E₀₀/kT),

which is exponentially close to the band edge. The value E₀₀ ≈ 0.12 eV belongs to this second case: at room temperature, the product of the two exponentials is largest very close to the band edge. The prefactor, which rises from zero there, moves the maximum of the full product upwards, so 0.0002 eV should not be read as a precise energy.

At 10²⁰ cm⁻³ the Boltzmann distribution is itself a poor description near the band edge. The silicon is degenerate, with its Fermi level above the band edge, and the Boltzmann tail begins only above the Fermi level. E_m then lies below the tail and is not the energy at which most electrons cross. Among the filled states below the Fermi level, those with more energy in the motion towards the metal tunnel more easily. Above it, the occupation falls faster than the tunnelling factor rises. Electrons therefore leave the silicon mainly within a few kT of the Fermi level, provided that the metal states opposite them are empty. Their exponent can be clearly smaller than U_b/E₀₀, which refers to the band edge. Heat still adds to the current, because it fills states above the Fermi level, from which tunnelling is easier. Since U_b is measured from the band edge, its value at zero bias is the barrier height measured from the Fermi level plus the height of the Fermi level above the band edge.

**What the model leaves out**

The length N^(−1/3), the edge of a cube that holds one donor on average, is 2.15 nm, while the depletion layer of the example is 2.79 nm thick. The layer is only about 1.3 such lengths deep, so a smooth charge density is a crude description. The real barrier varies from place to place along the contact, and because P depends exponentially on the barrier, the thin places count for more than their share of the area.

The image force, which attracts the electron to the metal, would lower the barrier and reduce the exponent, and not slightly. In the example the field at the metal is F = 2U_b/(qW) ≈ 4.3×10⁸ V/m, and the classical estimate of the lowering, √(qF/(4πε)), is about 0.2 V, roughly a third of the barrier. The depletion edge is not really sharp: electrons that remain near it weaken the positive charge, which widens the barrier and raises the exponent at the band edge. The single mass is a further idealisation: in silicon the effective mass depends on the conduction-band valley and on the direction of tunnelling, so E₀₀ depends on them too. The value 0.2 m₀ is close to the transverse mass, about 0.19 m₀; the longitudinal mass, about 0.92 m₀, would give E₀₀ ≈ 0.057 eV, less than half the value found here. A constant mass is also an approximation for energies close to the band edge. In the 0.60 eV example the electron at the metal lies 0.60 eV below the local band edge, roughly in the middle of the band gap, and the decay rate there can differ noticeably from √(2mU)/ħ. For these reasons E₀₀ ≈ 0.12 eV is best used as the energy scale of the smooth parabolic barrier: it shows how tunnelling depends on doping and band bending, and which side of kT the contact is on.

Calculated quantities

```
doping N = 1.0e+20 cm^-3
doping N = 1.0e+26 m^-3
mass ratio m/m0 = 0.2
relative permittivity = 11.7
elementary charge q = 1.60218e-19 C
reduced Planck constant = 1.05457e-34 J s
electron mass m0 = 9.10938e-31 kg
vacuum permittivity = 8.85419e-12 F/m
tunnelling mass m = 1.8219e-31 kg
permittivity eps = 1.0359e-10 F/m
product m*eps = 1.8874e-41 kg F/m
N/(m*eps) = 5.2984e+66 kg^-1 F^-1 m^-2
square root of N/(m*eps) = 2.3018e+33 SI
q*hbar/2 = 8.4481e-54 C J s
E00 = 1.9446e-20 J
E00 = 0.1214 eV
oscillator ground state, numerical = 0.1214 eV
chosen band bending U_b = 0.60 eV
depletion width W = 2.785 nm
mean dopant spacing N^(-1/3) = 2.154 nm
WKB exponent, numerical = 4.9435
U_b/E00 = 4.9435
exponential factor exp(-U_b/E00) = 7.130e-03
test barriers = 3.0 and 6.0 eV
decay energy from Schroedinger equation = 0.1217 eV
temperature = 300 K
thermal energy kT = 0.02585 eV
E00/kT = 4.695
N = 1e+18 cm^-3: E00 = 0.0121 eV, E00/kT = 0.469, E_m = 0.48501 eV
N = 1e+19 cm^-3: E00 = 0.0384 eV, E00/kT = 1.485, E_m = 0.11147 eV
N = 1e+20 cm^-3: E00 = 0.1214 eV, E00/kT = 4.695, E_m = 0.00020 eV
```
